# Smearing at 300 K Leaves a Semiconductor's Nuclei at Rest

Take two electronic levels whose energies depend on one nuclear coordinate $u$, measured from equilibrium:

$$E_\pm(u)=\pm\tfrac12\left(E_0+\tfrac12\kappa u^2\right).$$

The electrons do not interact. Their gap is

$$E_g(u)=E_+(u)-E_-(u)=E_0+\tfrac12\kappa u^2 .$$

Now hold the nucleus at $u=0$ and give the electrons a temperature $T_e$ through Fermi-Dirac occupations,

$$f(E)=\frac{1}{e^{(E-\mu)/kT_e}+1},$$

where $\mu$ is the chemical potential. The occupations say how the two levels are filled. They do not appear in $E_\pm$, so the gap is $E_0$ at every $T_e$. If instead the nucleus vibrates harmonically at temperature $T_n$, the mean gap is $E_0+\frac12\kappa\langle u^2\rangle_{T_n}$. No choice of $T_e$ produces the second term.

A self-consistent calculation is less simple, because the occupations alter the electron density and the density alters the levels. A crystal in which this feedback is present shows how large it is.

## A crystal with feedback

Consider a one-dimensional crystal with spacing $a=2.35$ Å and two electrons per cell. Electrons move in the mean-field Hamiltonian

$$H=-\frac{\hbar^2}{2m_0}\frac{d^2}{dx^2}+\sum_j v(x-ja-u_j)+\int w(x-x')\rho(x')\,dx',$$

where $m_0$ is the free-electron mass, $u_j$ the displacement of atom $j$ and $\rho$ the electron density. The attraction $v$ is a Gaussian of integral $-6.2$ eV Å and standard deviation 0.60 Å. The repulsion $w$ is a Gaussian of integral $W=6.0$ eV Å and standard deviation $b=0.50$ Å. Exchange and correlation are left out. The lattice constant is fixed.

With all $u_j=0$ and cold electrons, the gap is 1.076 eV. Setting the electrons to 300 K raises it by $3.2\times10^{-11}$ eV. Two steps explain this number.

**The number of carriers.** Let $E_c$ and $E_v$ be the band edges. When both lie many $kT$ from $\mu$, the occupation of a conduction state is nearly $e^{-(E-\mu)/kT}$, and the probability that a valence state is empty is nearly $e^{-(\mu-E)/kT}$. Near the conduction edge $E=E_c+\hbar^2k^2/2m_c$, with $k$ measured from the edge. Counting two spins, the electrons per cell number

$$n_c=2a\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,e^{-(E_c-\mu)/kT}e^{-\hbar^2k^2/2m_ckT}=N_c\,e^{-(E_c-\mu)/kT}.$$

The Gaussian integral is $\sqrt{2\pi m_ckT/\hbar^2}$, so

$$N_c=\frac{2a}{2\pi}\sqrt{\frac{2\pi m_ckT}{\hbar^2}}=2a\sqrt{\frac{m_ckT}{2\pi\hbar^2}}.$$

Holes give $n_v=N_v e^{-(\mu-E_v)/kT}$ in the same way, with the hole mass. Neutrality requires $n_c=n_v=n$. Multiplying the two expressions removes $\mu$:

$$n^2=N_cN_v\,e^{-(E_c-E_v)/kT},\qquad n=\sqrt{N_cN_v}\;e^{-E_g/2kT}.$$

The edge masses are 0.0380 and 0.0412 free-electron masses, with geometric mean 0.0396. Using $\hbar^2/m_0=7.62$ eV Å$^2$ and $kT=0.02585$ eV,

$$\sqrt{N_cN_v}=2(2.35)\sqrt{\frac{0.0396\times0.02585}{2\pi\times7.62}}=0.0217.$$

The exponent is $1.0764/(2\times0.02585)=20.82$, and $e^{-20.82}=9.1\times10^{-10}$. Hence $n=2.0\times10^{-11}$ per cell. The explicit sum over the computed bands gives $2.01\times10^{-11}$, against $1.97\times10^{-11}$ from the formula.

**The gap shift per carrier.** Near the band edges, keep only the two plane waves with wavevectors $\pm G/2$, where $G=2\pi/a=2.674$ Å$^{-1}$. The attraction puts the valence edge state on the atoms and the conduction edge state between them. In a crystal of length $L$,

$$|\psi_v|^2=\frac{1+\cos Gx}{L},\qquad |\psi_c|^2=\frac{1-\cos Gx}{L}.$$

There are $L/a$ cells, so $nL/a$ electrons move from valence to conduction states. The direct density change is

$$\delta\rho_f=\frac{nL}{a}\left(|\psi_c|^2-|\psi_v|^2\right)=-\frac{2n}{a}\cos Gx .$$

Through the repulsion it changes the potential by $-(2n/a)w_G\cos Gx$, with $w_G=We^{-G^2b^2/2}=2.46$ eV Å. The mean of $\cos Gx$ is $-\frac12$ in $\psi_c$ and $+\frac12$ in $\psi_v$. The gap therefore changes by

$$-\frac{2n}{a}w_G\left(-\tfrac12-\tfrac12\right)=+\frac{2w_G}{a}\,n=2.09\,n\ \text{eV}.$$

This estimate leaves out all other plane waves, which change it very little here. It also places every carrier exactly at the edge; the thermal spread in $k$ lowers 2.09 to 2.04 at 300 K. The larger omission is the response of the filled band, whose electrons shift toward lower potential and so oppose the change. The self-consistent result, which includes all three, is $1.60\,n$ eV, and $1.60\times2.01\times10^{-11}=3.2\times10^{-11}$ eV. The sign is positive because carriers leave the atoms, where their repulsion had weakened the attraction.

At 600 K the shift is $1.5\times10^{-6}$ eV, and at 1200 K it is $3.8\times10^{-4}$ eV. From 300 to 1200 K the shift grows by seven orders of magnitude, while the shift per carrier falls only from 1.60 to 1.50 eV. The carrier number therefore controls the effect.

## Now let the nuclei move

Give every atom mass $M=28.1$ u and an independent harmonic restoring force with vibrational quantum $\hbar\omega=25$ meV. In oscillator level $\nu$, the energy is $\hbar\omega(\nu+\frac12)$. Half of it, on average, is potential energy:

$$\tfrac12M\omega^2\langle u^2\rangle_\nu=\tfrac12\hbar\omega\left(\nu+\tfrac12\right),\qquad \langle u^2\rangle_\nu=\frac{\hbar}{M\omega}\left(\nu+\tfrac12\right).$$

The thermal mean of $\nu$ is $1/(e^y-1)$, with $y=\hbar\omega/kT$. Since

$$\frac1{e^y-1}+\frac12=\frac{e^y+1}{2(e^y-1)}=\frac12\coth\frac y2,$$

the mean-square displacement is

$$\langle u^2\rangle_T=\frac{\hbar}{2M\omega}\coth\frac{\hbar\omega}{2kT}.$$

At 0 K the hyperbolic cotangent is 1 and the rms displacement is 0.0545 Å. At 300 K its argument is $25/(2\times25.85)=0.484$ and its value is 2.23. The rms displacement becomes $0.0545\sqrt{2.23}=0.0814$ Å.

For small displacements the gap of an $N$-atom supercell is

$$E_g(u)=E_g(0)+\sum_i g_iu_i+\tfrac12\sum_{ij}K_{ij}u_iu_j .$$

Here $g_i$ is the slope of the gap and $K_{ij}$ its matrix of second derivatives. The harmonic average has $\langle u_i\rangle=0$, which removes the linear term. In this crystal $g_i$ also vanishes, because reflection through atom $i$ reverses $u_i$ and leaves the gap unchanged. Independent atoms have $\langle u_iu_j\rangle=0$ for $i\ne j$, so

$$\Delta E_g(T)=\tfrac12\kappa\langle u^2\rangle_T,\qquad \kappa=\sum_iK_{ii}.$$

Moving one atom in a 64-cell supercell and solving the electrons again gives $K_{ii}$. All atoms are equivalent, so multiplication by 64 gives $\kappa=-6.67$ eV/Å$^2$. Therefore

$$\Delta E_g(300\ \text{K})=\tfrac12(-6.67)(0.0814)^2=-0.0221\ \text{eV}=-22.1\ \text{meV}.$$

At 0 K the same formula gives $-9.9$ meV, the zero-point shift. Warming from 0 to 300 K changes the gap by $-12.2$ meV.

The two temperatures can now be switched separately. The nuclear distribution is held fixed within each row.

| Nuclei | Electrons cold | Electrons at 300 K |
|---|---:|---:|
| Static | 1.076 eV | 1.076 eV |
| Vibrating at 300 K | 1.054 eV | 1.054 eV |

In a 16-cell supercell, smearing changes the vibrational shift itself by less than $10^{-6}$ eV. The output prints a much smaller number, but that number lies below the error allowed by the convergence tolerance. The vibrational shift therefore has to come from the nuclei.

## The general statement

Let a semiconductor be undoped, with a stable self-consistent ground state, nondegenerate band edges and $E_g\gg kT$. Treat its electrons in a mean field that depends only on their density, with no explicit temperature dependence, and hold the lattice constant fixed. Then:

1. With fixed nuclei, electronic smearing changes the gap by an amount proportional, to leading order, to the thermal carrier number $n$, which contains $e^{-E_g/2kT}$.
2. With harmonic nuclei and electrons that follow them adiabatically, the mean gap has a further shift $\frac12\sum_\lambda K_{\lambda\lambda}\langle Q_\lambda^2\rangle$, to second order in the normal coordinates $Q_\lambda$. This shift is absent when all $Q_\lambda=0$, whatever the electronic temperature.

**Proof of the first part.** Smearing moves $n$ electrons per cell across the gap. Let $\delta\rho_f$ be the density change this makes with the orbitals held fixed. Each electron added to or removed from a normalized orbital contributes one unit to the integral of the absolute density change. That integral is therefore at most $2n$ per cell, and $\delta\rho_f$ is of order $n$.

The orbitals then respond to the changed potential $\delta V$. To first order,

$$\delta\rho=\delta\rho_f+\chi\,\delta V,\qquad \delta V=F\,\delta\rho,$$

where $\chi$ is the density response at fixed occupations and $F$ is the derivative of the mean-field potential with respect to density. Substituting the first equation into the second gives

$$\delta V=F\delta\rho_f+F\chi\,\delta V,\qquad (1-F\chi)\,\delta V=F\,\delta\rho_f .$$

Stability of the ground state allows the operator on the left to be inverted:

$$\delta V=(1-F\chi)^{-1}F\,\delta\rho_f .$$

Thus $\delta V$ is also of order $n$. First-order perturbation theory for the two edge states gives

$$\delta E_g=\langle c|\delta V|c\rangle-\langle v|\delta V|v\rangle,$$

which is again of order $n$. As the temperature falls, the carriers gather at the band edges and $\delta\rho_f/n$ approaches a fixed function. The shift per carrier then approaches a constant.

The exponential does not depend on one dimension. In any crystal, define $N_c$ as the sum of $e^{-(E-E_c)/kT}$ over conduction states per cell, and $N_v$ likewise for holes. The neutrality argument above is unchanged, and $n=\sqrt{N_cN_v}\,e^{-E_g/2kT}$ follows. Dimension and band shape enter through the prefactors.

**Proof of the second part.** Expand the gap in normal coordinates:

$$E_g(Q)=E_g(0)+\sum_\lambda g_\lambda Q_\lambda+\tfrac12\sum_{\lambda\lambda'}K_{\lambda\lambda'}Q_\lambda Q_{\lambda'}+\cdots .$$

Independent harmonic modes satisfy $\langle Q_\lambda\rangle=0$, and $\langle Q_\lambda Q_{\lambda'}\rangle=0$ for $\lambda\ne\lambda'$. The diagonal quadratic terms remain. A static calculation evaluates the series at $Q=0$, where each of these terms is zero. Its electronic temperature can alter $E_g(0)$ and $K_{\lambda\lambda'}$ through the density, but it cannot supply $\langle Q_\lambda^2\rangle$. This completes the proof.

The sign of the vibrational shift is that of the weighted sum of curvatures. It is negative in this crystal, but the proof does not require a negative sign.

## Two limits and the conditions for failure

At low temperature, $\coth(\hbar\omega/2kT)\to1$. The vibrational shift approaches its zero-point value while the smearing shift vanishes. A static calculation with cold electrons therefore does not give the 0 K gap of a crystal with quantum nuclei.

At high temperature, $\coth z\approx1/z$ and

$$\langle u^2\rangle\approx\frac{\hbar}{2M\omega}\,\frac{2kT}{\hbar\omega}=\frac{kT}{M\omega^2},$$

which is the classical result. At 300 K it would give $-9.9/0.484=-20.5$ meV, close to the quantum $-22.1$ meV. The change from 0 K is much worse: $-20.5$ meV classically, against $-12.2$ meV, because classical nuclei stand still at 0 K. Agreement at one temperature does not establish the temperature dependence.

The first part fails as a statement of smallness when $kT$ is comparable to the gap or when doping supplies many carriers. A calculated gap that is too small also raises $n$. With the prefactors held fixed, an error of 0.5 eV multiplies $n$ by $e^{0.5/0.0517}\approx1.6\times10^4$. If the shift per carrier is also held fixed, the smearing shift at 300 K is still only about $5\times10^{-7}$ eV.

The second part needs small, harmonic displacements. If the band edge is degenerate, displacements can split it at first order, and the quantity to be averaged must be defined before the expansion is used.

## How far to trust the 22 meV

The curvature is $-6.14$, $-6.39$, $-6.53$ and $-6.67$ eV/Å$^2$ for 8, 16, 32 and 64 cells. The smaller supercells also sample the static density coarsely: their static gaps are 0.995 eV for 8 cells and 1.059 eV for 16. The last doubling changes the 300 K shift by $-0.45$ meV, or 2% of its value. A 128-cell supercell gives $-6.75$ eV/Å$^2$, which moves the shift by a further $-0.3$ meV, so the infinite-crystal limit is not yet reached. That limit is about $-6.8$ eV/Å$^2$, or $-22.6$ meV at 300 K, about 0.5 meV beyond the quoted value. The quoted shift belongs to the 64-cell supercell.

As a test of the quadratic formula, all atoms of an 8-cell supercell were displaced at random with the 300 K distribution, and the electrons were solved again for 200 configurations. The mean shift was $-18.9\pm0.7$ meV, where the uncertainty is one standard error. The quadratic value for that supercell is $-20.3$ meV. The difference is about two standard errors, so this sample alone cannot separate noise from higher-order terms. Subtracting the quadratic value of each configuration removes most of the noise. In the 8-cell supercell this leaves about $+0.2$ meV for the higher-order terms, so most of the 1.4 meV difference is noise. In the 64-cell supercell, seven random displacement patterns, each averaged with its reverse, then leave $+0.15\pm0.05$ meV for the higher-order terms.

The spectrum of vibrational quanta can matter more, as one chosen dispersion shows. Let a displacement wave of wavevector $q$ have quantum $\hbar\omega\sqrt{1-0.5\cos qa}$ instead of the common 25 meV. In a 16-cell supercell the 300 K shift then changes from $-21.2$ to $-23.8$ meV, a 12% increase in magnitude. The increase is about 16% in 32 cells and 18% in 64, so the effect is not converged with cell size; it approaches about 20% in the infinite crystal. Most of it arises because the softer waves raise each atom's mean-square displacement by 14%. At equal atomic displacement, the correlation between atoms changes the magnitude of the shift by only $-1.7$%, $+1.5$% and $+3.2$% in 16, 32 and 64 cells. This dispersion also keeps a finite quantum at $q=0$, because the atoms are tied to fixed sites. In a free crystal the quantum of the acoustic waves falls to zero there.

Lattice expansion, with a rough silicon coefficient of $2.6\times10^{-6}$ per K applied over the full 300 K, adds about $+0.9$ meV. The adiabatic assumption is doubtful for the coupling of a band-edge state to states within one vibrational quantum of it. At the conduction edge those states fill about 1.2% of the zone. The error in energy is small here: keeping the vibrational quantum in the denominators of second-order perturbation theory moves the 300 K shift by about $+0.4$ meV.

The spacing, mass and gap are roughly those of silicon, but the crystal is not silicon. Silicon is three-dimensional, has an indirect gap and a degenerate valence edge, and its carrier masses are far larger than 0.04. Its gap narrows by roughly 50 meV between 0 and 300 K, about four times the model's change. Real devices also break the undoped assumption: in heavily doped regions, carriers and dopants can narrow the gap by tens of meV, as much as the vibrational effect or more.

A calculated room-temperature gap must therefore include the motion of the nuclei. One may average over supercells displaced according to the quantum distribution, or calculate the curvatures by electron-phonon perturbation theory, and then add lattice expansion. In polar crystals the adiabatic form of either method can diverge as the supercell or sampling grows, because optical vibrations couple to electrons over long distances. The vibrational quanta must then be kept in the energy denominators. Fermi-Dirac smearing remains the right description of electronic occupations in thermal equilibrium. The numerical output below lists the main values.

## Table of computed values

```
Atomic spacing: 2.35 angstrom
Atomic attraction, integral: 6.2 eV angstrom
Atomic attraction, width: 0.60 angstrom
Electron repulsion, integral: 6.0 eV angstrom
Electron repulsion, width: 0.50 angstrom
Atomic mass: 28.1 u
Vibrational quantum: 25.0 meV
kT at 300 K: 25.85 meV
Static gap, cold electrons: 1.07644 eV
Static gap, 300 K electrons: 1.07644 eV
Electron edge mass: 0.0380 free-electron masses
Hole edge mass: 0.0412 free-electron masses
Carriers at 300 K, band sum: 2.008e-11 per cell
Carriers at 300 K, formula: 1.973e-11 per cell
Smearing gap shift at 300 K: 3.21e-11 eV
Gap shift per carrier at 300 K: 1.60 eV cell
Smearing gap shift at 600 K: 1.50e-06 eV
Gap shift per carrier at 600 K: 1.56 eV cell
Smearing gap shift at 1200 K: 3.80e-04 eV
Gap shift per carrier at 1200 K: 1.50 eV cell
RMS displacement at 0 K: 0.0545 angstrom
Vibrational gap shift at 0 K: -9.92 meV
RMS displacement at 300 K: 0.0814 angstrom
Vibrational gap shift at 300 K: -22.08 meV
RMS displacement at 400 K: 0.0925 angstrom
Vibrational gap shift at 400 K: -28.54 meV
Vibrational change, 0 to 300 K: -12.17 meV
Gap with vibration at 0 K: 1.0665 eV
Gap with vibration and smearing at 300 K: 1.0544 eV
Summed gap curvature, 8 cells: -6.137 eV/angstrom^2
Summed gap curvature, 16 cells: -6.387 eV/angstrom^2
Summed gap curvature, 32 cells: -6.532 eV/angstrom^2
Summed gap curvature, 64 cells: -6.666 eV/angstrom^2
300 K shift change, 32 to 64 cells: -0.45 meV
Static gap change, larger plane-wave cutoff: -2.7e-11 eV
Random thermal configurations, 8 cells: 200
Sampled 300 K shift, 8 cells: -18.94 meV
Standard error of sampled shift: 0.71 meV
Quadratic 300 K shift, 8 cells: -20.33 meV
Rigid-translation curvature: -9.7e-09 eV/angstrom^2
Wave-averaged curvature, 16 cells: -6.388 eV/angstrom^2
Smearing effect on vibrational shift: 3.1e-10 eV
Independent-atom 300 K shift, 16 cells: -21.16 meV
Correlated-atom 300 K shift, 16 cells: -23.79 meV
Rough expansion coefficient: 2.6e-06 per K
Neglected expansion shift, 300 K span: 0.85 meV
Zone share within one quantum of edge: 1.18 percent
```
